Uneven hole Landau levels of the axial Luttinger Hamiltonian

When hole cyclotron resonance or quantum oscillations in germanium, silicon or a III-V crystal are modelled, one must decide whether each band may be given one mass and an even ladder of levels. For the lowest levels this can fail. In the axial model with the rough germanium-like parameters used below, successive steps of one ladder correspond to masses from 0.200 m0 up to a limit of 0.260 m0. The result below gives every level of the axial model at k_z = 0 in closed form and shows when its ladders are even. Warping, which the axial model leaves out, can upset this rule (Remark 1).

**Assumptions and conventions**

The crystal is cubic and unstrained, and the inversion asymmetry of III-V crystals is neglected. Only the fourfold valence edge with J = 3/2 is kept. Hole energy is counted positive, away from the edge. The field B > 0 points along z = [001], and k_z = 0. An electron has charge −e, and k = (p + eA)/ħ. Hence

[k_x,k_y] = (e/ħ²)([p_x,A_y] + [A_x,p_y]) = −i(e/ħ)(∂_xA_y − ∂_yA_x) = −i/l², l² = ħ/(eB).

From here on k is measured in 1/l and energy in ħω0 = ħeB/m0, so [k_x,k_y] = −i. With {A,B} = (AB+BA)/2, the starting model is

D = (γ1/2 + 5γ2/4)k² − γ2 Σ_i k_i²J_i² − 2γ3 Σ_{i<j}{k_i,k_j}{J_i,J_j} + κJ_z.

The cubic Zeeman term qJ_z³ is omitted. The axial approximation replaces D by its average over rotations about z. Define

γ̄ = (γ2+γ3)/2, δ = κ−γ1, Γ² = γ2²+3γ̄², x = n−1/2.

I take γ2 > 0, γ̄ > 0 and γ1 > Γ, so that both in-plane hole masses are positive.

**Theorem.** The axial Hamiltonian splits into two sets, τ = +1 (set I) and τ = −1 (set II). For n = 2, 3, ... each set has the levels

ε(n,τ,±) = γ1x − τ(γ2 − κ/2) ± R,
R² = (γ2x + τδ)² + 3γ̄²n(n−1).

For n = 0 and n = 1 each set has one unpaired level,

ε = (γ1 − τγ2)(n+1/2) − (1 − τ/2)κ.

For n ≥ 2, the lower-branch spacings fall with n and the upper-branch spacings rise if |δ| > Γ/2. Both trends reverse if |δ| < Γ/2, and both ladders are even if |δ| = Γ/2.

**Lemma 1: the sign of κ.** With these conventions, coupling to an s-like conduction band gives a positive contribution to κ.

Proof. Let the conduction band lie at E_g above the valence edge, with the coupling between S and X_j proportional to Pk_j. Second-order elimination pushes valence electrons down by P²k_ik_j/E_g, so the hole Hamiltonian gains λk_ik_j with λ > 0. The operator order must be kept:

k_ik_j = {k_i,k_j} + [k_i,k_j]/2.

The xy element of the antisymmetric part is −iλ/2. In the basis X, Y, Z the orbital matrix has (L_z)_xy = −i, so this part is (λ/2)L_z. Within J = 3/2, L_z = (2/3)J_z, as the state J_z = 3/2 with L_z = 1 shows. The contribution is therefore κ = λ/3.

The symmetric part fixes the accompanying γ's. Since 1−L_x² projects on X, and {L_x,L_y} has xy element −1/2, it equals

λ[k² − Σk_i²L_i² − 2Σ_{i<j}{k_i,k_j}{L_i,L_j}].

Projection on J = 3/2 turns the second-rank tensor of L into one third of that of J: in the state J_z = 3/2, L_z²−2/3 = 1/3 while J_z²−5/4 = 1. Thus L_i² becomes 1/4 + J_i²/3 and {L_i,L_j} becomes {J_i,J_j}/3. Comparison with D gives γ2 = γ3 = λ/3 and γ1/2 = 3λ/4 − 5λ/12 = λ/3, hence γ1 = 2λ/3. So κ has the same sign as these γ's. Other bands and the free-electron terms also contribute, so κ remains a separate parameter. ∎

**Lemma 2: the axial part.** With k± = k_x ± ik_y and J± = J_x ± iJ_y, the axial Hamiltonian at k_z = 0 is

D_ax = (k²/2)[γ1 + γ2(J_z² − 5/4)] + κJ_z − (γ̄/4)(k₊²J₋² + k₋²J₊²).

Proof. First separate the γ2 term:

k_x²J_x² + k_y²J_y² = k²(J_x²+J_y²)/2 + (k_x²−k_y²)(J_x²−J_y²)/2.

Since J_x²+J_y² = 15/4 − J_z², the coefficient of k² becomes

γ1/2 + 5γ2/4 − 15γ2/8 + γ2J_z²/2 = [γ1 + γ2(J_z²−5/4)]/2.

For the rest, k±² = k_x²−k_y² ± 2i{k_x,k_y} gives

k_x²−k_y² = (k₊²+k₋²)/2, {k_x,k_y} = (k₊²−k₋²)/(4i),

and the same identities hold for J. The anisotropic terms are therefore

−(γ2/8)(k₊²+k₋²)(J₊²+J₋²) + (γ3/8)(k₊²−k₋²)(J₊²−J₋²).

The plus sign of the second term comes from (1/(4i))² = −1/16. Collecting equal products gives

−(γ̄/4)(k₊²J₋²+k₋²J₊²) − ((γ2−γ3)/8)(k₊²J₊²+k₋²J₋²).

Now set a = k₋/√2 and a† = k₊/√2. Because [k₋,k₊] = 2i[k_x,k_y] = 2, [a,a†] = 1. With N = a†a, k₊ raises N by one, and F = N+J_z generates the joint rotation of orbit and spin. The first product conserves F. The second changes F by ±4 and acquires a phase exp(±4iφ) under rotation by φ, so its average vanishes. ∎

The approximation does not set γ2 = γ3. The diagonal terms keep γ2, while the coupling contains the mean γ̄.

**Lemma 3: the blocks.** The invariant spaces for n ≥ 2 are

set I: |3/2,n−2⟩ and |−1/2,n⟩,
set II: |1/2,n−2⟩ and |−3/2,n⟩,

where the labels are J_z and N. For n = 0, 1 the second state of each set stands alone.

Proof. D_ax changes J_z by 0 or ±2, and a change of J_z by −2 is accompanied by a change of N by +2. No other state can join a pair, since J_z stays between −3/2 and 3/2. For n < 2 the partner would need a negative N. ∎

**Proof of the level formula**

From k² = (k₊k₋+k₋k₊)/2 = a†a+aa† = 2N+1, the diagonal energies are

(γ1+γ2)(N+1/2) + κJ_z for |J_z| = 3/2,
(γ1−γ2)(N+1/2) + κJ_z for |J_z| = 1/2.

For the coupling, J₋|3/2⟩ = √3|1/2⟩, J₋|1/2⟩ = 2|−1/2⟩ and J₋|−1/2⟩ = √3|−3/2⟩. In both sets J₋² therefore contributes 2√3. Also k₊² = 2a†² and a†²|n−2⟩ = √(n(n−1))|n⟩. The off-diagonal element is

−(γ̄/4)(2√3)(2)√(n(n−1)) = −C, C = √3γ̄√(n(n−1)).

Call the first and second diagonal elements A1 and A2. In set I,

A1 = (γ1+γ2)(n−3/2) + 3κ/2,
A2 = (γ1−γ2)(n+1/2) − κ/2.

Their mean is γ1(n−1/2) − γ2 + κ/2 and their half difference is h = γ2(n−1/2) − γ1 + κ. In set II,

A1 = (γ1−γ2)(n−3/2) + κ/2,
A2 = (γ1+γ2)(n+1/2) − 3κ/2,

with mean γ1(n−1/2) + γ2 − κ/2 and h = −γ2(n−1/2) − γ1 + κ. Both cases read

mean = γ1x − τ(γ2−κ/2), h = τγ2x + δ.

Subtracting the mean leaves a matrix M with diagonal h, −h and off-diagonal −C. Its square is (h²+C²) times the unit matrix, so its eigenvalues are ±R with R² = h²+C². Since h² = (γ2x+τδ)², this is the stated formula. For n = 0, 1 the energy is A2, which gives the unpaired levels. ∎

The projector on the upper or lower state is (1 ± M/R)/2. Its first diagonal element is the weight of the first component, the one with N = n−2:

w1 = (1 ± h/R)/2.

For n = 0, 1 the coupling C vanishes and R = |h|. The unpaired energy is mean − h, which equals mean + R when h < 0. The largest h among these four cases is γ2/2 + δ. Hence all unpaired levels continue the upper formula if γ1−κ > γ2/2; otherwise each sign of h must be inspected.

**Proof of the spacing rule**

Since n(n−1) = x²−1/4, R² is quadratic in x:

R² = Γ²x² + 2bx + c, b = τγ2δ, c = δ² − 3γ̄²/4.

Differentiating twice, with R′ = (Γ²x+b)/R,

R″ = [Γ²R² − (Γ²x+b)²]/R³ = (Γ²c−b²)/R³.

The numerator is

(γ2²+3γ̄²)(δ²−3γ̄²/4) − γ2²δ² = 3γ̄²δ² − (3γ̄²/4)(γ2²+3γ̄²) = 3γ̄²(δ²−Γ²/4).

For γ̄ > 0 and x > 1/2, R is positive. The change between successive spacings of the paired levels is

ε(n+1) − 2ε(n) + ε(n−1) = ±∫ from −1 to 1 of (1−|t|)R″(x+t)dt, n ≥ 3.

Its sign is that of ±(δ²−Γ²/4), which proves the rule. At equality R² is the square of Γx+b/Γ. This is positive because |b|/Γ = γ2/2 < Γx, so R is linear in x. ∎

Both coupling and offset matter. If γ̄ were zero, each basis state would have its own even ladder, provided it was followed through crossings. With coupling, h contains a fixed offset δ beside a term growing with n, so the mixing changes from level to level. Even for δ = 0 it would change slightly, because C² is proportional to x²−1/4 while h² is then proportional to x², and the ladders would still be uneven. When |δ| = Γ/2 the changes in h² and C² combine into a perfect square, and the ladder is even despite the mixing.

**Corollary: large n and the classical masses.** Write R = Γ√((x+β)²+g), with

β = τγ2δ/Γ², g = 3γ̄²(δ²−Γ²/4)/Γ⁴.

Expansion of the root gives

R = Γx + τγ2δ/Γ + Γg/(2x) + O(x⁻²).

Subtracting neighbouring levels, with 1/x − 1/(x+1) = 1/[x(x+1)], gives

spacing± = γ1 ± Γ ∓ Γg/[2x(x+1)] + O(x⁻³).

The limits agree with the zero-field bands. For a classical in-plane k, the diagonal energies of a pair are k²(γ1±γ2)/2 and the coupling has magnitude √3γ̄k²/2. The band energies are therefore

k²γ1/2 ± k²√(γ2²/4+3γ̄²/4) = k²(γ1±Γ)/2.

In ordinary units these are isotropic in-plane bands of mass m0/(γ1±Γ), whose cyclotron energies are ħω0(γ1±Γ). For γ2 = γ3 = γ one has Γ = 2γ and masses m0/(γ1±2γ).

At fixed n every level in this model is proportional to B, so a stronger field does not make the low steps more even. At fixed hole energy a weaker field raises n, and the even classical spacing is approached.

**Proposition: cyclotron resonance.** A uniform in-plane electric field connects n with n±1 inside one set, within this axial model at k_z = 0.

Proof. In units of l, the position is a guiding centre plus (k_y, −k_x). This reproduces [k_x,x] = [k_y,y] = −i, and the guiding centre commutes with both k_x and k_y. Up to the factor −lω0, whose sign appears because D is minus the electron Hamiltonian, the velocity is

v₊ = v_x+iv_y = i[D_ax, k_y−ik_x] = [D_ax,k₊] = √2[D_ax,a†].

Between eigenstates its element is √2(E_f−E_i)⟨f|a†|i⟩. Since a† raises N by one and leaves J_z unchanged, n becomes n+1 in the same set. The adjoint v₋ lowers n by one. ∎

Both branches of the neighbouring n can be reached. Uneven steps thus give several lines when several initial levels are occupied.

**Example: rough germanium-like parameters**

Take γ1 = 13, γ2 = 4, γ3 = 5.5, κ = 3.5 and B = 5 T. Then ħω0 = 0.5788 meV, l = 11.47 nm, γ̄ = 4.75, δ = −9.5 and Γ = 9.148. Since |δ| exceeds Γ/2 = 4.574, the lower spacings of the axial model must fall and its upper spacings must rise.

For set II, n = 2:

A1 = 9×0.5 + 1.75 = 6.25,
A2 = 17×2.5 − 5.25 = 37.25,
C = √3×4.75×√2 = 11.635.

The mean is 21.75 and h = −15.5, so R = √(240.25+135.375) = 19.381. The levels are 2.369 and 41.131, or 1.371 and 23.808 meV. The lower state has weight 0.90 on J_z = 1/2, N = 0 and 0.10 on J_z = −3/2, N = 2. The lowest level of the heavy-mass ladder is thus mostly a J_z = 1/2 state, so "heavy" cannot be read here as |J_z| = 3/2.

The first paired lower levels are, in meV:

set I: 2.952, 5.841, 8.333, 10.701,
set II: 1.371, 3.883, 6.258, 8.576.

The set I steps are 2.889, 2.492 and 2.368 meV; those of set II are 2.512, 2.375 and 2.318 meV. Both approach 2.230 meV. Dividing ħω0 by the first step gives masses of 0.200 m0 in set I and 0.230 m0 in set II, which are 23% and 11% below the limiting 0.260 m0. By the step from n = 20 to 21 both sets give 0.259 m0. The upper spacings depart from their limit by the same amounts in meV, since the branches differ only in the sign of R, but by less in relative terms: the first paired steps give 0.048 and 0.046 m0, against a limit of 0.045 m0.

The unpaired n = 0 levels matter at low temperature: for nondegenerate holes at 4 K, with motion along the field included, they hold about half of the holes in the axial model. The n = 1 levels are then practically empty and serve as final states. For n = 0 and 1 the unpaired levels lie at 1.592 and 6.801 meV in set I, and at 1.881 and 11.721 meV in set II. Their steps from n = 0 to 1 are 5.209 and 9.840 meV, or apparent masses of 0.111 and 0.059 m0. These are m0/(γ1−γ2) and m0/(γ1+γ2), the masses of the diagonal terms alone, and not the zero-field band masses m0/(γ1±Γ).

As a test, the Cartesian operator Hamiltonian was averaged over rotations and diagonalized with 40 oscillator states. Its 60 lowest energies agreed with the theorem within a relative tolerance of 10⁻⁵, for this parameter set and for (γ1,γ2,γ3,κ) = (7,2,3,1.2) and (5,1,1.5,−0.4).

**Remark 1: what the Hamiltonian leaves out.** Warping changes F by ±4, so it has no first-order effect on these nondegenerate levels. Restoring it shifts the six lowest levels by −0.061 to −0.274 meV. The first lower step of set I shrinks by 0.159 meV, or 5.5%. Higher up, the spacing rule itself can fail: with warping, the lower steps of set II from n = 2 to 5 are 2.42, 2.46 and 1.35 meV, where the axial model gives 2.51, 2.38 and 2.32 meV. The unpaired steps from n = 0 to 1 move as well, to apparent masses of 0.118 m0 in set I and 0.0545 m0 in set II, against axial values of 0.111 and 0.059 m0. The large-n limit changes too: with warping kept, the classical heavy-hole cyclotron mass at k_z = 0 is 0.276 m0 for these parameters, about 6.5% above the axial value of 0.260 m0. With q = 0.07, the largest q shift among these levels is −0.137 meV, for the unpaired n = 0 level of set II. That state has J_z = −3/2, and the first-order value −(27/8)qħω0 gives the same number. A split-off band 300 meV away moves the six levels by at most 0.071 meV in magnitude. The sixth level is 0.6% of the 0.9 eV direct gap, which suggests that conduction-band nonparabolicity is small here.

**Remark 2: motion along the field.** For k_z ≠ 0 a term linear in k_z changes J_z by ±1 and mixes the sets. Since F = n−1/2 in set I and n−3/2 in set II, it connects n in set I with n+1 in set II. The lower levels I, n = 2 and II, n = 3 form such a pair. Their inverse masses along z are −24.8/m0 and +24.9/m0. In second order, their mutual coupling lowers the lower of the two levels and raises the upper one. The negative value means that k_z = 0 is a maximum of that level, not its edge. In the axial model the level falls from 2.95 meV to 1.79 meV near k_z = 1/l and holds about a fifth of the nondegenerate holes at 4 K, which its k_z = 0 energy would not suggest. The lowest level overall does have its minimum at k_z = 0 within the scanned range 0 ≤ k_z ≤ 2/l.

This also broadens the lines. For the lower step from n = 2 to 3 in set II, the inverse masses along z are 11.65/m0 and 24.90/m0. The step therefore grows at first, but the quadratic approximation soon fails: the step is 2.51 meV at k_z = 0, about 2.64 meV near k_z = 0.3/l and 2.25 meV at 0.8/l. Averaged over a Boltzmann distribution in the initial level at 4 K, the transition energy rises by only about 0.05 meV, or 2% of the step.

**Remark 3: strain.** Apart from a common shift of all levels, biaxial strain in the (001) plane adds s(J_z²−5/4), which is +s for |J_z| = 3/2 and −s for |J_z| = 1/2. The blocks survive: the mean is unchanged and h becomes h+τs. For n = 0, 1 the unpaired energy changes by −τs. The edge splitting is 2|s|.

**Remark 4: comparison with a real crystal.** The inputs are rounded values in the range of germanium, not a fitted set. With a rough splitting of 8 eV per unit strain, a strain of only 0.028% splits the edge by 2.23 meV, the limiting lower spacing. A channel strained by 1% would be split by about 80 meV, so the unstrained numbers do not apply to it; confinement also removes the condition k_z = 0. In bulk at 4 K, a rough mobility of 10⁵ cm²/(V s) gives a collision width of 0.045 meV, estimated from the transport time and the limiting heavy mass. This is well below the steps, although small-angle scattering can make the levels broader than this estimate. However, holes would largely freeze out on acceptors unless generated, for example, by light. The simple acceptor scale is 4.1 meV, but the coupled fourfold edge binds a hole about twice as strongly: the spherical model at zero field gives 8.9 meV, about 26 times kT = 0.345 meV. Keeping the cubic terms raises this to roughly 9.4 meV, a value that moved by 0.2 meV when the basis was enlarged to include L = 4. For densities well below the zero-field estimate of 6×10¹⁵ cm⁻³, nondegenerate statistics are a reasonable first guess. At 300 K, a mobility of 2000 cm²/(V s) gives a width of 2.2 meV, equal to the limiting lower spacing, while kT is 25.9 meV. The lower ladder is then not resolved at 5 T. The numerical output lists further levels and step masses.

Numbers as computed

```
Inputs: g1=13.0 g2=4.0 g3=5.5 kappa=3.5 q=0.07
Field 5.0 T, temperature 4.0 K
Energy unit hbar*e*B/m0 = 0.5788 meV; l = 11.47 nm
gbar = 4.750, delta = -9.500, Gamma = 9.1481
Block set II, n=2 (energy unit hbar*e*B/m0):
 diagonal 6.2500, 37.2500; coupling -11.6351
 mean 21.7500, half diff -15.5000, R 19.3810
 levels 2.3690, 41.1310
 lower-state weights: Jz=1/2 0.8999, Jz=-3/2 0.1001
Unpaired levels (meV), n=0 and n=1:
 set I: 1.592, 6.801
 set II: 1.881, 11.721
Paired levels (meV): n, I lower, II lower, I upper, II upper
 2  2.952  1.371  17.018  23.808
 3  5.841  3.883  29.179  36.347
 4  8.333  6.258  41.736  49.021
 5  10.701  8.576  54.418  61.753
 6  13.016  10.864  67.153  74.514
 7  15.303  13.136  79.916  87.292
Step masses (m0), n to n+1: I lower, II lower, I upper, II upper
 2  0.2003  0.2305  0.0476  0.0462
 3  0.2323  0.2437  0.0461  0.0457
 4  0.2445  0.2497  0.0456  0.0455
 5  0.2501  0.2529  0.0455  0.0454
 6  0.2531  0.2548  0.0454  0.0453
 20  0.2591  0.2591  0.0452  0.0452
Limiting masses (m0): lower 0.2596, upper 0.0452
Limiting spacings (meV): lower 2.230, upper 12.820
Lowest levels: energy; shifts by warping, q, split-off (all meV);
  overlap with warped state; m0/mz along kz at kz=0
 II n=2 lower: 1.371; -0.061, -0.009, -0.0003; 0.993; 11.65
 I n=0 single: 1.592; -0.088, -0.005, -0.0001; 0.989; 0.26
 II n=0 single: 1.881; -0.213, -0.137, -0.0000; 0.954; 5.00
 I n=2 lower: 2.952; -0.115, 0.086, -0.0488; 0.990; -24.77
 II n=3 lower: 3.883; -0.156, -0.017, -0.0002; 0.983; 24.90
 I n=3 lower: 5.841; -0.274, 0.064, -0.0707; 0.975; -41.30
Lowest axial energy over kz: 1.371 meV at kz = 0.0000 1/nm
Split-off energy 300 meV; direct gap 900 meV
Sixth level / direct gap = 0.00649
Strain splitting input 8.0 eV per unit strain
Strain splitting edge by lower limiting spacing: 0.0279 %
At 4 K: mobility 100000 cm2/Vs, mu*B = 50.0, hbar/tau = 0.045 meV, kT = 0.345 meV
At 300 K: mobility 2000 cm2/Vs, mu*B = 1.0, hbar/tau = 2.230 meV, kT = 25.852 meV
Acceptor scale Ry/(g1*eps^2), eps=16: 4.09 meV
Zero-field heavy-hole degeneracy density at 4 K: 5.90e+15 cm^-3
```
